# Why the classical Hall factor of a parabolic band tends to one

A Hall measurement on a film gives a Hall coefficient, and a density follows only after a value has been chosen for the Hall factor. Two ways to choose it are compared here. One can model the scattering, compute the factor and use low-field data, or one can raise the magnetic field, set the factor to one and ignore the scattering. The second choice needs a reason why the factor should approach one whatever the scattering is, and an estimate of the field that is high enough.

## Setting and definitions

Carriers of charge $q$, of either sign, and mass $m$ occupy one band with $E=\hbar^2k^2/2m$, so that $\mathbf v=\hbar\mathbf k/m$. The magnetic field $B>0$ points along $z$. The electric field is weak, uniform and in the $xy$ plane. The motion between collisions is classical, without Landau levels. Collisions are described by a relaxation time $\tau(E)$ that does not depend on $B$, and the density $n$ stays fixed as $B$ changes.

Current flows along $x$ and none along $y$. The Hall coefficient and Hall factor are

$$R_H=\frac{E_y}{J_xB},\qquad r=nqR_H .$$

A user who sets $r=1$ obtains the apparent density $1/(qR_H)=n/r$.

The claim is that $r\to1$ as $B\to\infty$ if $0<\tau(E)<\infty$ for almost all energies. The positivity of $\tau$ is a real condition, and its failure is treated below.

Let $f_0(E)$ be the Fermi function, $f_0'$ its energy derivative, and $N(E)\propto\sqrt E$ the density of states per volume with spin included. Averages are taken with the transport weight:

$$\langle A\rangle=\frac{\int A\,E^{3/2}(-f_0')\,dE}{\int E^{3/2}(-f_0')\,dE}.$$

Also let $\omega=qB/m$, which carries the sign of $q$, and $x(E)=|\omega|\tau(E)$.

## First derivation: solve, then bound

**The distribution.** Write the occupation as $f_0+g$, with $g$ linear in the electric field. The steady Boltzmann equation is

$$q\,\mathbf E\cdot\mathbf v\,f_0'+\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_k g=-\frac g\tau .$$

The magnetic force does not act on $f_0$, because $\nabla_kf_0=\hbar\mathbf vf_0'$ is perpendicular to $\mathbf v\times\mathbf B$. Try $g=(-f_0')\,\mathbf v\cdot\mathbf G(E)$. Its gradient has two parts. Differentiating the functions of energy gives a vector along $\mathbf v$, which again drops out. Differentiating the explicit $\mathbf v$ gives $(-f_0')(\hbar/m)\mathbf G$. With $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$, division by $-f_0'$ leaves

$$-q\,\mathbf v\cdot\mathbf E+\frac qm\mathbf v\cdot(\mathbf B\times\mathbf G)=-\frac{\mathbf v\cdot\mathbf G}{\tau}.$$

This must hold for every direction of $\mathbf v$, so

$$\mathbf G=q\tau\mathbf E+\frac{q\tau}{m}\mathbf G\times\mathbf B .$$

Since $\mathbf G\times\mathbf B=B(G_y,-G_x,0)$, the components are $G_x=q\tau E_x+\omega\tau G_y$ and $G_y=q\tau E_y-\omega\tau G_x$. For $G_+=G_x+iG_y$ and $E_+=E_x+iE_y$ they combine into

$$G_+=q\tau E_+-i\omega\tau G_+,\qquad G_+=\frac{q\tau E_+}{1+i\omega\tau}.$$

**The current.** On a sphere of constant energy the average of $v_iv_j$ is $\delta_{ij}v^2/3=\delta_{ij}\,2E/3m$. Therefore

$$\mathbf J=q\int N(-f_0')\frac{2E}{3m}\mathbf G\,dE .$$

The normalisation follows by parts. The boundary terms vanish, and $EN\propto E^{3/2}$ has the derivative $\tfrac32N$:

$$\int\frac{2E}{3}N(-f_0')\,dE=\int f_0\frac{d}{dE}\!\left(\frac{2EN}{3}\right)dE=\int f_0N\,dE=n .$$

Hence $\mathbf J=(nq/m)\langle\mathbf G\rangle$, or

$$J_+=\frac{nq^2}{m}\left\langle\frac{\tau}{1+i\omega\tau}\right\rangle E_+ .$$

**The Hall factor.** Define

$$a=\left\langle\frac{x}{1+x^2}\right\rangle,\qquad c=\left\langle\frac{x^2}{1+x^2}\right\rangle .$$

Separating real and imaginary parts gives $|\omega|\langle\tau/(1+i\omega\tau)\rangle=a-i\,\mathrm{sgn}(q)\,c$. With $J_y=0$, $J_+$ is the real number $J_x$, and

$$E_+=\frac{m|\omega|J_x}{nq^2}\,\frac{a+i\,\mathrm{sgn}(q)\,c}{a^2+c^2}.$$

Because $m|\omega|\,\mathrm{sgn}(q)=qB$, the imaginary part is $E_y=(BJ_x/nq)\,c/(a^2+c^2)$. Thus

$$r=\frac{c}{a^2+c^2}.$$

This formula was tested against a direct sum over three-dimensional $k$ space, in units with $\hbar=m=kT=1$. The inputs were $q=-1$, $B=1.7$, a chemical potential of 1 and $\tau=0.3+E^2$. Both routes give $r=1.01947$.

**The squeeze.** Subtracting one gives

$$r-1=\frac{c(1-c)-a^2}{a^2+c^2},\qquad 1-c=\left\langle\frac1{1+x^2}\right\rangle .$$

The function averaged in $a$ is the product of $x/\sqrt{1+x^2}$ and $1/\sqrt{1+x^2}$. The Cauchy–Schwarz inequality therefore gives $a^2\le c(1-c)$, and so $r\ge1$ at every field. Equality requires the two factors to be proportional, which means that $\tau$ is constant over the weighted energies. In the other direction, dropping $a^2$ from the denominator can only raise $r$. Together,

$$1\le r\le\frac1c .$$

At each energy with $\tau>0$, the quantity $x^2/(1+x^2)$ rises to one as $B$ grows, and it never exceeds one. Dominated convergence then permits the limit inside the average, so $c\to1$ and $r\to1$. No average of $\tau$ or $1/\tau$ had to be finite.

## Second derivation: balance the momentum

The same limit follows from the forces on the carriers, without solving for the distribution. Multiply the Boltzmann equation, with any collision term, by $\hbar\mathbf k$ and sum over states. After integration by parts the electric term gives $-nq\mathbf E$ and the magnetic term gives $-\mathbf J\times\mathbf B$. If $\mathbf F$ is the momentum lost to collisions per volume and time,

$$nq\mathbf E+\mathbf J\times\mathbf B=\mathbf F .$$

For current along $x$, $(\mathbf J\times\mathbf B)_y=-J_xB$. The $y$ component is therefore $nqE_y-J_xB=F_y$, and

$$r=1+\frac{F_y}{J_xB}.$$

The Hall factor differs from one because friction has a component perpendicular to the current. It remains to show that friction becomes negligible beside the electric force.

For this, apply the balance to each energy shell. Let $\sum_E$ denote the sum over states per unit energy, and define a shell drift velocity $\mathbf w(E)$ by

$$\sum_E\mathbf v\,g=N(-f_0')\frac{2E}{3}\,\mathbf w .$$

Multiply the relaxation-time equation by $m\mathbf v$ and sum over the shell. The electric term becomes $q\mathbf Ef_0'N\,2E/3$. In the magnetic term, the derivative acts along the sphere and can be moved from $g$ to $\mathbf v$ with a change of sign. Since $\mathbf v=\hbar\mathbf k/m$, the result is $-q\sum_E(\mathbf v\times\mathbf B)g$. Dividing by $-N(-f_0')2E/3$ gives

$$q\mathbf E+q\,\mathbf w\times\mathbf B=\frac{m\mathbf w}{\tau}.$$

Move the magnetic term to the right. The vectors $m\mathbf w/\tau$ and $q\mathbf w\times\mathbf B$ are perpendicular, so their squared lengths add:

$$q^2|\mathbf E|^2=|\mathbf w|^2\left(\frac{m^2}{\tau^2}+q^2B^2\right)=\frac{m^2|\mathbf w|^2}{\tau^2}(1+x^2).$$

The friction per carrier in this shell therefore has magnitude

$$\frac{m|\mathbf w|}{\tau}=\frac{|q||\mathbf E|}{\sqrt{1+x^2}} .$$

Summing over shells with the normalisation found earlier gives $\mathbf F=n\langle m\mathbf w/\tau\rangle$. Since the length of an average cannot exceed the average length,

$$|\mathbf F|\le\eta\,n|q||\mathbf E|,\qquad \eta=\left\langle\frac1{\sqrt{1+x^2}}\right\rangle .$$

The total balance also gives $|J_x|B=|\mathbf F-nq\mathbf E|\ge(1-\eta)n|q||\mathbf E|$. Hence, when $\eta<1$,

$$|r-1|\le\frac{\eta}{1-\eta}.$$

At each energy with $\tau>0$, $1/\sqrt{1+x^2}$ falls to zero and stays below one. So $\eta\to0$ and $r\to1$. Physically, the magnetic force nearly cancels the electric force in every shell with $x\gg1$. As the field grows, these shells come to hold nearly all the transport weight, and they drift with nearly the same velocity $\mathbf E\times\mathbf B/B^2$, which contains neither $\tau$ nor $m$.

## How quickly the limit is reached

Suppose first that $\langle\tau^{-2}\rangle$ is finite. Then

$$\omega^2(1-c)=\left\langle\frac1{\tau^2}\frac{x^2}{1+x^2}\right\rangle\to\langle\tau^{-2}\rangle,\qquad |\omega|a=\left\langle\frac1\tau\frac{x^2}{1+x^2}\right\rangle\to\langle\tau^{-1}\rangle .$$

With $c\to1$ and $a\to0$, the formula for $r-1$ becomes

$$\omega^2(r-1)\to\langle\tau^{-2}\rangle-\langle\tau^{-1}\rangle^2 .$$

The leading excess is set by the variance of the collision rate over energy.

Take a nondegenerate gas with $\varepsilon=E/kT$, $\tau=\tau_0\varepsilon^{-1/2}$ and $X=|\omega|\tau_0$. This is the energy dependence of acoustic-phonon scattering. The weight is $\varepsilon^{3/2}e^{-\varepsilon}$, and the averages are ratios of gamma functions:

$$X^2(r-1)\to\frac{\Gamma(7/2)}{\Gamma(5/2)}-\left[\frac{\Gamma(3)}{\Gamma(5/2)}\right]^2=\frac52-\frac{64}{9\pi}=0.2365 .$$

At $X=10$ the computed excess is $2.29\times10^{-3}$, already close to this law.

For $\tau=\tau_0\varepsilon^{3/2}$, a simple form of ionised-impurity scattering, $\langle\tau^{-2}\rangle$ diverges at low energy. Substituting $\varepsilon=X^{-2/3}u$ in $1-c$, and replacing $e^{-\varepsilon}$ by one at leading order, gives

$$1-c\simeq\frac{X^{-5/3}}{\Gamma(5/2)}\int_0^\infty\frac{u^{3/2}\,du}{1+u^3}=\frac{2\pi}{3\,\Gamma(5/2)}X^{-5/3}.$$

The integral follows from $t=u^3$, which turns it into $\tfrac13\int_0^\infty t^{-1/6}(1+t)^{-1}dt=\tfrac13\pi/\sin(5\pi/6)$. Here $\langle\tau^{-1}\rangle$ is finite, so $a^2$ falls as $X^{-2}$, and the leading result is

$$r-1\simeq1.5755\,X^{-5/3}.$$

Two neglected terms are smaller by a factor of order $X^{-1/3}$ only, so this law sets in late. One is $a^2\simeq X^{-2}/\Gamma(5/2)^2=0.57\,X^{-2}$. The other, which is larger, comes from replacing $e^{-\varepsilon}$ by one. The difference $e^{-\varepsilon}-1$ matters mainly where $1+X^2\varepsilon^3\simeq X^2\varepsilon^3$, so it changes $1-c$ by

$$\frac{X^{-2}}{\Gamma(5/2)}\int_0^\infty\varepsilon^{-3/2}(e^{-\varepsilon}-1)\,d\varepsilon=-\frac{2\sqrt\pi}{\Gamma(5/2)}X^{-2}=-2.67\,X^{-2},$$

where the integral follows by parts. Both terms lower $r-1$. At $X=100$ the leading law predicts $7.3\times10^{-4}$, while the computed excess is $4.5\times10^{-4}$. At $X=10^6$ the computed value is 0.980 of the law.

A harsher case is $\tau=\tau_0e^{-1/\varepsilon}$, for which even $\langle\tau^{-1}\rangle$ diverges. Carriers with $x<1$ are those with $\varepsilon<1/\ln X$. At $X=10^8$ this is $\varepsilon<0.054$, and their share of the weight is about $0.054^{5/2}/[2.5\,\Gamma(5/2)]\approx2\times10^{-4}$. The computed excess is $2.0\times10^{-4}$. The limit holds, but the approach is logarithmic.

At low field, and for finite $\langle\tau^2\rangle$, $c\simeq\omega^2\langle\tau^2\rangle$ and $a\simeq|\omega|\langle\tau\rangle$. Then $c^2$ is negligible beside $a^2$, and $r\to\langle\tau^2\rangle/\langle\tau\rangle^2$. The two power laws give $3\pi/8=1.178$ and $315\pi/512=1.933$. Scattering can thus matter greatly at low field.

## When the limit is not one

Let $\tau=0$ over energies that carry a share $p<1$ of the transport weight. These carriers have $x=0$ at any field, so $c\to1-p$, while $a\to0$ still holds. Therefore

$$r\to\frac1{1-p}.$$

The shells with $\tau=0$ contribute to $n$ but give no Hall current. Since $p$ is a share of the transport weight and not of the number of carriers, the apparent density $n(1-p)$ is not in general the density of the carriers with $\tau>0$. In the second derivation $\eta\to p$, and its bound becomes $p/(1-p)$, which equals the limiting excess. For a nondegenerate gas with $\tau=0$ below $kT$ and constant above it, $p=0.151$ and $r\to1.178$.

## A film at 77 K

Consider an n-type film with $m=0.07\,m_e$ and $n=10^{15}$ cm$^{-3}$. Acoustic and impurity collision rates are added:

$$\frac1\tau=\frac{\varepsilon^{1/2}}{10\ \mathrm{ps}}+\frac{\varepsilon^{-3/2}}{2\ \mathrm{ps}} .$$

With nondegenerate weights, $\langle\tau\rangle=2.88$ ps. The mobility is

$$\mu=\frac{e\langle\tau\rangle}{m}=\frac{\omega_{1\,\mathrm T}\langle\tau\rangle}{1\ \mathrm T}=(2.513\times10^{12}\ \mathrm{s^{-1}T^{-1}})(2.883\times10^{-12}\ \mathrm s)=7.24\ \mathrm{m^2/Vs},$$

or $7.24\times10^4$ cm$^2$/Vs, where $\omega_{1\,\mathrm T}$ is the magnitude of $\omega$ at 1 T.

| $B$ (T) | $\mu B$ | $r$ | $1/c$ | $\hbar\lvert\omega\rvert/kT$ |
|---|---|---|---|---|
| 0.1 | 0.72 | 1.099 | 2.921 | 0.025 |
| 0.3 | 2.17 | 1.060 | 1.302 | 0.075 |
| 1 | 7.24 | 1.021 | 1.049 | 0.249 |
| 2 | 14.5 | 1.010 | 1.018 | 0.498 |
| 5 | 36.2 | 1.003 | 1.005 | 1.246 |

The low-field factor is 1.116. Setting $r=1$ there gives an apparent density of $10^{15}/1.116=0.896\times10^{15}$ cm$^{-3}$, about 10 % below the true one. With these two rates alone, the excess $r-1$ falls to 0.01 at 1.94 T. There $\hbar|\omega|/kT=0.48$, so the field that removes the scattering error also strains the classical assumption. At 2 T a Boltzmann distribution over Landau levels puts $1-e^{-0.498}=39\,\%$ of the carriers in the lowest level. The effect of quantisation on $r$ has not been calculated, so the last two rows describe the classical model only. No row is a prediction for a real film, because optical phonons are also left out of the table.

The other omissions were sized at 2 T, with the remaining parameters held fixed:

- Replacing the impurity power law by the screened Brooks–Herring energy dependence, with the same impurity rate at $E=kT$, lowers $r$ by 0.0035. That is over a third of the excess of 0.0096. The slow $X^{-5/3}$ tail of the unscreened law comes from the strong scattering of slow carriers, and screening weakens that scattering.
- Fermi statistics change $r$ by $-1.7\times10^{-4}$.
- Optical-phonon absorption alone, estimated as an energy-independent extra rate, amounts to about 10 % of $1/\langle\tau\rangle$ but changes $r$ by only $-5\times10^{-5}$. Emission matters far more. Carriers above the phonon energy of 36 meV, or $\varepsilon>5.4$, hold about 5 % of the transport weight and emit phonons rapidly. Solving the linearised Boltzmann equation with polar absorption and emission, including scattering into each shell, raises $r$ at 2 T from 1.010 to 1.017.
- A freeze-out estimate changes $n$ itself by $+0.17\,\%$.
- Nonparabolicity shifts the mass by about 2 %. Treated as a uniform shift at fixed $\tau(E)$, this only rescales the field axis. The effect of its energy dependence on $r$ was not computed.
- The rms thermal speed times $\langle\tau\rangle$ gives a mean free path of 0.65 µm in a film 10 µm thick, so surface scattering should be a modest correction. Its effect on $r$ was not computed.

These parameters lie in the rough regime of high-purity n-type gallium arsenide near liquid-nitrogen temperature, where mobilities are of order $10^5$ cm$^2$/Vs. The split between the two scattering rates is a choice, not a fit, and the acoustic rate is about 2 to 5.5 times larger than deformation-potential estimates for this material, for potentials from 11 down to 7 eV and a longitudinal elastic constant of 140 GPa. Piezoelectric scattering is also left out. For a coupling of 0.052 its rate, proportional to $\varepsilon^{-1/2}$, is about 0.05 ps$^{-1}$ at $E=kT$, as large as the deformation-potential rate or larger. Added to the two model rates, it changes $r$ at 2 T by only about $+3\times10^{-4}$. Of the omissions evaluated here, optical-phonon emission moves the computed $r$ most, followed by impurity screening. Depleted layers at the surfaces can also make the conducting thickness smaller than the film thickness. That error enters the density directly, and a high field does not remove it.

With optical-phonon absorption and emission included, the low-field factor of this example is 1.13 for screened impurities and 1.15 for unscreened ones. Low-field data with $r=1$ then give a density 12 to 13 % too low. In the same classical calculation the excess $r-1$ falls to 0.01 at about 2.5 T with screening and 3 T without. For a density good to about 1 %, the choice is therefore between a scattering model at low field and a field of this size, where quantisation must be assessed separately. Other scattering rates give other fields and other low-field factors. Take rates estimated for gallium arsenide: a deformation potential of 7 to 11 eV, piezoelectric and polar optical scattering, and $1$ to $3\times10^{15}$ cm$^{-3}$ ionised impurities screened by the free carriers. The low-field factor then lies between 1.17 and 1.35, and the field for a 1 % excess between 2.2 and 3.8 T. The low-field route is only as good as the assumed split between the rates.

## What each derivation assumes

Both complete proofs use the parabolic isotropic band, a positive field-independent $\tau(E)$, classical motion and fixed $n$. Neither restricts the degeneracy. They differ in what survives when an assumption is dropped.

The first derivation relies on the explicit solution, and hence on the relaxation time, from its first step. In return it gives $r$ at every field, shows that $r\ge1$, and yields the rate of approach.

The second begins with a momentum balance that needs no relaxation time. The relation $r=1+F_y/(J_xB)$ also holds for inelastic collisions, and for a nonparabolic band if the occupation vanishes before the zone boundary. The limit $r\to1$ then follows whenever $|\mathbf F|/(n|q||\mathbf E|)\to0$. That condition was proved here only for a relaxation time in a parabolic band, and must be established separately for other collisions.

The price is a looser bound. If $\langle\tau^{-1}\rangle$ is finite, $\eta\le\langle\tau^{-1}\rangle/|\omega|$, so the second argument guarantees an error of order $1/B$. The first shows that the error falls as $1/B^2$ when $\langle\tau^{-2}\rangle$ is finite. The difference arises because the second argument bounds the whole friction, whereas only its component perpendicular to the current enters $r$. The numerical output below covers the general checks, the film table and most of the sized omissions. It does not include optical-phonon emission or the estimates that use deformation-potential and piezoelectric rates.

## Numbers as computed

```
GENERAL CHECKS (dimensionless)
Boltzmann equation, relative residual: 6.5e-09
r, direct k-space sum: 1.0194705; energy average: 1.0194705
low-field r: tau~E^(-1/2) 1.1781; tau~E^(3/2) 1.9328
X=    1: r-1 = 7.627e-02 (E^-1/2), 1.251e-01 (E^3/2)
X=   10: r-1 = 2.291e-03 (E^-1/2), 1.083e-02 (E^3/2)
X=  100: r-1 = 2.364e-05 (E^-1/2), 4.477e-04 (E^3/2)
(r-1) X^2 limit, E^(-1/2): 0.2365
(r-1) X^(5/3) limit, E^(3/2): 1.5755
computed/limit law, E^(3/2): X=1e6 0.9796; X=1e9 0.9979
r-1 at X=1e8, tau E^(-1/2): 2.36e-17
r-1 at X=1e8, tau E^(3/2): 7.28e-14
r-1 at X=1e8, tau resonant dip: 1.15e-14
r-1 at X=1e8, tau oscillating: 6.70e-16
r-1 at X=1e8, tau exp(-kT/E): 2.01e-04
tau=0 below kT: share p = 0.1509, r limit = 1.177, 1/(1-p) = 1.178
FILM EXAMPLE
mass 0.07 m_e; T 77 K; n 1.0e+15 cm^-3
tau at E=kT: acoustic 10 ps, impurity 2 ps
kT = 6.635 meV; omega at 1 T = 2.513e+12 rad/s
mean tau = 2.883 ps; mobility = 7.244e+04 cm2/Vs
low-field Hall factor = 1.1163
B (T) | mobility*B | r | bound 1/c | n/r (1e15 cm^-3) | hbar*omega/kT
 0.01 |   0.072 | 1.1161 |  171.9850 | 0.8960 | 0.0025
 0.10 |   0.724 | 1.0993 |    2.9211 | 0.9097 | 0.0249
 0.30 |   2.173 | 1.0597 |    1.3024 | 0.9437 | 0.0748
 1.00 |   7.244 | 1.0209 |    1.0494 | 0.9795 | 0.2492
 2.00 |  14.488 | 1.0096 |    1.0177 | 0.9905 | 0.4985
 5.00 |  36.219 | 1.0030 |    1.0045 | 0.9970 | 1.2462
field where r-1 = 0.01: 1.937 T; there hbar*omega/kT = 0.483
NEGLECTED EFFECTS at 2 T
cyclotron energy: 3.308 meV
share in lowest Landau level: 39.3 %
band density Nc = 6.043e+16 cm^-3; n/Nc = 0.0165
change of r by degeneracy: -1.7e-04
change of r by impurity screening: -3.5e-03
optical phonon 36 meV, coupling 0.07: rate 3.39e+10 1/s
optical rate * mean tau = 0.098; change of r: -4.6e-05
mass shift 5kT/gap, gap 1.5 eV: 2.21 %
donor binding (permittivity 13): 5.64 meV
donor density for this n: 1.077e+15 cm^-3
change of n by field (freeze-out estimate): +0.17 %
mean free path 0.645 um; film 10 um; ratio 0.064
```
